# Adding Molecular Transmission Probabilities: Oatley's Rule and Randomising Chambers

## Definitions and conventions

A vacuum line is built from elements (tubes, chambers) placed end to end. The gas is so dilute that molecules collide with walls and not with each other. Walls neither absorb nor release gas on balance, all have the same temperature \(T\), and re-emit molecules diffusely: the new direction follows the cosine law about the local normal, whatever the old one was. The flow is steady.

Each element has two circular openings of the same radius \(R\) and area \(A=\pi R^2\). Its transmission probability \(W_i\) is the probability that a molecule entering one opening finally leaves by the other. The entering molecules are taken to be spread uniformly over the opening with cosine-distributed directions, as when they come from a large vessel in equilibrium. This will be called a cosine flux. A molecule that leaves an element is counted once and not followed further. The overall probability \(W\) of a chain is defined in the same way for its two outer openings.

Two ways of connecting elements must be distinguished.

- An **ideal junction** is a plane at which each crossing molecule receives a new position and direction drawn from a cosine flux, but continues towards the same side.
- A **fully randomising chamber** makes a molecule forget everything, including the opening by which it entered.

The quantities \(1/W-1\) add for tubes joined at ideal junctions. For tubes joined through fully randomising chambers, the quantities \(1/W\) add. Both laws follow from one rule.

## Flux, conductance and reciprocity

Let \(n\) be the number density, \(m\) the molecular mass and \(v_z\) the velocity component normal to an opening. The one-sided flux per unit area is

\[
J=n\int_0^\infty v_z\sqrt{\frac{m}{2\pi k_BT}}\;e^{-mv_z^2/2k_BT}\,dv_z
=n\sqrt{\frac{m}{2\pi k_BT}}\;\frac{k_BT}{m}
=n\sqrt{\frac{k_BT}{2\pi m}} .
\]

With the mean speed \(\bar v=\sqrt{8k_BT/\pi m}\), we have \(\bar v/4=\sqrt{k_BT/2\pi m}\), so

\[
J=\frac{n\bar v}{4}. \tag{1}
\]

If an element joins large vessels of densities \(n_a\) and \(n_b\), the two streams pass independently. The net molecular current is

\[
I=C\,(n_a-n_b),\qquad C=W\,\frac{A\bar v}{4}, \tag{2}
\]

provided that \(W\) is the same in both directions. To check this, allow for the moment different areas \(A_1,A_2\) and directional probabilities \(W_{12},W_{21}\). At equal densities and temperatures the net current must vanish:

\[
\frac{n\bar v}{4}A_1W_{12}=\frac{n\bar v}{4}A_2W_{21}
\quad\Longrightarrow\quad A_1W_{12}=A_2W_{21}. \tag{3}
\]

Without intermolecular collisions the probabilities do not depend on density, so (3) also holds away from equilibrium. For equal areas \(W_{12}=W_{21}\), even if the element is asymmetric. Ray tracing through a short tube opening into a spherical chamber gives \(0.5069\pm0.0014\) one way and \(0.5105\pm0.0014\) the other. The difference is 1.8 times its combined standard error, which is compatible with equality.

## Two elements at an ideal junction

A molecule enters element 1 and reaches the junction with probability \(W_1\). It then enters element 2 as part of a cosine flux. It is transmitted with probability \(W_2\), or returns to the junction with probability \(1-W_2\).

A returning molecule enters element 1 from the back. By (3) it escapes to the source with probability \(W_1\) and comes back to the junction with probability \(1-W_1\). One complete return cycle therefore has probability

\[
r=(1-W_1)(1-W_2). \tag{4}
\]

Transmission may occur after \(0,1,2,\dots\) cycles. These events exclude one another, so their probabilities add:

\[
W=W_1W_2\sum_{j=0}^{\infty}r^j=\frac{W_1W_2}{1-r},\qquad r<1. \tag{5}
\]

Expanding the denominator gives

\[
1-r=1-(1-W_1-W_2+W_1W_2)=W_1+W_2-W_1W_2 .
\]

Taking the reciprocal of (5) and dividing term by term,

\[
\frac1W=\frac{W_1+W_2-W_1W_2}{W_1W_2}=\frac1{W_2}+\frac1{W_1}-1,
\]

and subtracting 1 from both sides,

\[
\frac1W-1=\left(\frac1{W_1}-1\right)+\left(\frac1{W_2}-1\right). \tag{6}
\]

The quantity \(1/W-1=(1-W)/W\) is the ratio of returned to transmitted molecules. An open aperture returns nothing and contributes zero, so inserting one at an ideal junction changes nothing.

## Any number of elements

Suppose that \(N-1\) elements joined at ideal junctions satisfy the additive law from either end. Treat them as one composite element and add element \(N\) at another ideal junction. The composite is entered by a cosine flux and has the same \(W\) from both sides, which is all that the derivation of (6) required. Hence

\[
\frac1W-1=\sum_{i=1}^{N}\left(\frac1{W_i}-1\right). \tag{7}
\]

The sum does not depend on order, so the new chain also has the same \(W\) from either end, and the induction continues. This is Oatley's rule.

In terms of conductance, let \(C_0=A\bar v/4\) be the conductance of the bare opening. Since \(W_i=C_i/C_0\), dividing (7) by \(C_0\) gives

\[
\frac1C-\frac1{C_0}=\sum_i\left(\frac1{C_i}-\frac1{C_0}\right). \tag{8}
\]

Each \(1/C_i\) includes the resistance \(1/C_0\) of passing from a large vessel into an opening. At ideal junctions this entrance resistance occurs once for the whole chain, not once per tube.

## A chamber that forgets the entrance

Let a fully randomising chamber with equal openings release molecules through opening 2 with probability \(p\), whichever opening they entered. Transmission from 1 to 2 is then \(p\), and from 2 to 1 it is \(1-p\). Equation (3) requires

\[
Ap=A(1-p)\quad\Longrightarrow\quad p=\tfrac12 . \tag{9}
\]

The chamber is itself an element with transmission \(\tau=1/2\), and contributes \(1/\tau-1=1\) to the sum in (7). It also emits a cosine flux, so the conditions of (7) are met at its openings. For \(N\) tubes separated by \(N-1\) such chambers,

\[
\frac1W-1=\sum_{i=1}^{N}\frac1{W_i}-N+(N-1)
\quad\Longrightarrow\quad
\frac1W=\sum_{i=1}^{N}\frac1{W_i}. \tag{10}
\]

The same result follows from densities. Let \(n_0\) be the source density, \(n_N=0\) the density at the far end, and \(n_i\) the density in chamber \(i\). In steady flow each tube carries the same current \(I=C_i(n_{i-1}-n_i)\). Therefore

\[
n_0=\sum_{i=1}^N(n_{i-1}-n_i)=I\sum_{i=1}^N\frac1{C_i},
\]

and since \(I=Cn_0\), reciprocal conductances add. Division by \(1/C_0\) returns (10). This second argument does not need equal areas, because (3) makes \(C_i\) independent of direction in any case.

As a test, separate linear flux balances were solved for five elements with \(W_i=0.83,\,0.21,\,0.55,\,0.37,\,0.94\). They give \(W=0.13243\) with ideal junctions and \(W=0.08657\) with chambers. The reciprocals are 7.551 and 11.551. Their difference is 4, one unit for each of the four chambers.

## A spherical chamber of finite size

Consider a diffuse sphere of radius \(R_s\) with two opposite openings of radius \(R\). The plane of each opening cuts off a cap of height \(R_s-\sqrt{R_s^2-R^2}\). A cap of height \(h\) has area \(2\pi R_sh\), so its fraction of the full sphere is

\[
s=\frac{R_s-\sqrt{R_s^2-R^2}}{2R_s}. \tag{11}
\]

A chord leaving a wall point at angle \(\theta\) to the normal has length \(2R_s\cos\theta\) and meets the sphere again at the same angle. The probability of landing on an area \(dS\) is

\[
\frac{\cos\theta}{\pi}\,\frac{\cos\theta\,dS}{(2R_s\cos\theta)^2}=\frac{dS}{4\pi R_s^2}. \tag{12}
\]

Flights from the wall thus land uniformly over the sphere.

For flights from an opening, imagine its cap as a uniformly emitting diffuse surface. Every ray entering the chamber through the opening can be traced back to this cap, so all these rays carry equal intensity and form a cosine flux in the opening. By (12) they land uniformly, but outside their own cap. The probability of flying directly to the other opening is therefore

\[
F=\frac{s}{1-s}. \tag{13}
\]

A molecule that hits the wall first has equal chances of reaching either opening on each later flight, so it leaves by each with probability 1/2. Thus

\[
\tau=F+\frac{1-F}{2}=\frac{1+F}{2}=\frac{1}{2(1-s)},\qquad
\frac1\tau-1=1-2s. \tag{14}
\]

For \(R_s\gg R\), \(s\to0\) and the chamber contributes 1, as in (10). For \(R_s=R\), \(s=1/2\): the openings coincide and the contribution vanishes. For \(R_s=1.2R\), (14) gives \(\tau=0.6440\), and ray tracing gives \(0.6434\pm0.0014\).

Using (14) in the chain rule still assumes a cosine flux at each opening. Molecules that cross the chamber without touching its wall retain their directions, so for a finite chamber the chain formula is approximate.

## Transmission of a single tube

To apply the rules we need \(W\) for a cylinder. From here on, lengths given without a unit, including \(L\), are in units of \(R\). Two coaxial discs a distance \(L\) apart fit into a sphere of radius \(\rho=\sqrt{1+L^2/4}\), with \(s=(\rho-L/2)/(2\rho)\). From (13), the direct disc-to-disc probability is

\[
F_d(L)=\frac{\rho-L/2}{\rho+L/2}
=\frac{(\rho-L/2)^2}{\rho^2-L^2/4}
=\left(\rho-\frac L2\right)^2
=\frac{L^2+2-L\sqrt{L^2+4}}{2}, \tag{15}
\]

because \(\rho^2-L^2/4=1\).

Molecules that pass the cross-section at \(x\) but not the one at \(x+dx\) strike the ring between them. The probability of this on the first flight from the entrance is \(-F_d'(x)\,dx\). Let \(E(x)\) be the probability that a molecule emitted from that ring flies directly through the entrance disc. Equilibrium between disc area \(\pi\) and ring area \(2\pi\,dx\) gives \(2\pi\,dx\,E=-\pi F_d'\,dx\), hence

\[
E(d)=-\frac12F_d'(d)=\frac{d^2+2}{2\sqrt{d^2+4}}-\frac d2 . \tag{16}
\]

By the same subtraction of neighbouring cross-sections, the probability per unit length of flying from one ring to another at distance \(d\) is

\[
K(d)=-E'(d)=\frac12-\frac{d(d^2+6)}{2(d^2+4)^{3/2}} . \tag{17}
\]

Let \(w(x)\) be the probability that a molecule emitted from the wall at \(x\) eventually leaves at \(L\). It either flies out directly or hits the wall elsewhere and starts again:

\[
w(x)=E(L-x)+\int_0^LK(|x-y|)\,w(y)\,dy. \tag{18}
\]

The entering molecules either cross directly or first hit the wall with probability density \(-F_d'=2E\). Thus

\[
W(L)=F_d(L)+2\int_0^LE(x)\,w(x)\,dx. \tag{19}
\]

For a short tube, (15) gives \(F_d=1-L+O(L^2)\). Also \(E=1/2+O(L)\), and (18) gives \(w=1/2+O(L)\), since the integration range has length \(L\). The integral term in (19) is \(2\cdot\frac12\cdot\frac12L=L/2\) to this order, so

\[
W=1-\frac L2+O(L^2),\qquad \frac1W-1=\frac L2+O(L^2). \tag{20}
\]

## Why direct joining is different

When two tubes are butted together, no mechanism redraws the molecules at the joint. The flux leaving the first tube is not a cosine flux. A ray parallel to the axis, traced backwards from the exit, reaches the entrance and carries the full source intensity. The total transmitted flux is reduced by the factor \(W_1\). Relative to a cosine flux of the same total strength, the axial intensity is therefore enhanced by \(1/W_1\). This is beaming.

A limiting case shows what repeated redrawing does. Divide a tube of length \(L\) into \(M\) equal slices and place an ideal junction between neighbours. By (20), each slice contributes \(L/(2M)+O(M^{-2})\), so as \(M\to\infty\)

\[
\frac1W-1\to\frac L2,\qquad W\to\frac1{1+L/2}. \tag{21}
\]

For \(L=2\) this is 0.500, whereas the real tube has \(W=0.5142\). For \(L=4\) it is 0.333 against 0.3566. Oatley's rule therefore cannot hold for arbitrary cuts through a real tube. The result depends on where molecules are redrawn.

## Worked example: argon through two tubes

Two tubes of radius 2.0 cm have lengths 4.0 cm and 8.0 cm, or \(L=2\) and \(L=4\) in units of the radius. Equations (18) and (19) give

\[
W_1=0.5142,\qquad W_2=0.3566,
\]

with \(1/W_1-1=0.9447\) and \(1/W_2-1=1.8045\). Ray tracing gives \(0.5147\pm0.0014\) and \(0.3563\pm0.0014\).

**Ideal junction.** From (6),

\[
\frac1W=1+0.9447+1.8045=3.7492,\qquad W=0.2667 .
\]

The first-pass term in (5) is \(W_1W_2=0.1834\), and \(r=0.3126\). Three terms of the series sum to 0.2586, so later passes supply the remaining 0.008. Ray tracing with molecules redrawn at the joint gives \(0.2671\pm0.0013\).

**Butt joint.** The tubes now form one cylinder with \(L=6\), for which (19) gives \(W=0.2754\). Oatley's value is 3.2 % below this. Ray tracing without redrawing gives \(0.2748\pm0.0013\). The two ray-tracing calculations differ solely in the treatment of molecules at the joint, so the discrepancy comes from the positions and directions that the ideal junction erases.

**Large randomising chamber.** From (10),

\[
\frac1W=1.9447+2.8045=4.7492,\qquad W=0.2106 .
\]

Oatley's rule for the tubes alone would overestimate this by 26.7 %.

**Finite chambers.** A spherical chamber of radius 4.0 cm has \(s=0.0670\). Its contribution is \(1-2s=0.8660\), and the chain rule gives

\[
\frac1W=1+0.9447+1.8045+0.8660=4.6152,\qquad W=0.2167 .
\]

Ray tracing with a cosine flux imposed at both openings gives \(0.2166\pm0.0012\). With true positions and directions kept, it gives \(0.2228\pm0.0012\). The excess shows the effect of the retained memory. For a chamber of radius 12.0 cm, \(s=0.0070\), and the true ray-traced value is \(0.2135\pm0.0017\). This is 1.4 % above the large-chamber value, a difference of 1.7 standard errors. The calculation therefore supports the approach to (10) but does not resolve the remaining finite-size correction.

The conductances that follow hold only in free molecular flow. For argon at 300 K the mean free path is about 7 mm at 1 Pa and varies as \(1/p\). It exceeds ten times the 4 cm tube diameter only below about 0.02 Pa, and ten times the diameter of the 12.0 cm-radius chamber only below about 0.003 Pa. The mean speed of argon at 300 K is 398.7 m/s. The open area is 12.566 cm², so the bare-opening conductance is

\[
C_0=(12.566\times10^{-4}\ \mathrm{m^2})\,\frac{398.7\ \mathrm{m/s}}4
=0.1253\ \mathrm{m^3/s}=125.3\ \mathrm{L/s}.
\]

Multiplication by \(W\) gives 33.4 L/s for the ideal junction, 34.5 L/s for the butt joint and 26.4 L/s for the large chamber. The last value also follows from the separate tube conductances, 64.42 and 44.67 L/s:

\[
\left(\frac1{64.42}+\frac1{44.67}\right)^{-1}\mathrm{L/s}=26.4\ \mathrm{L/s}.
\]

## Choosing the rule

For tubes of equal radius butted together, (7) is an approximation whose error depends on the lengths; the 3.2 % found above belongs to this pair. If the tubes open at opposite ends of a roughly spherical chamber with diffuse walls, and the chamber is much larger than the openings, (10) is the appropriate limit. Width alone is not enough. In a wide but flat chamber the openings face each other at close range: by (15), 61 % of a cosine flux crosses a gap of \(R/2\) directly, without touching a wall. Applying (10) to the butt joint would give 0.2106 instead of 0.2754, an underestimate of 23.5 %.

If the areas differ, (3) no longer gives equal probabilities in the two directions, and a step at the junction can reflect molecules. Equation (7) then needs modification, while reciprocal conductances still add across large randomising chambers. If intermolecular collisions matter, \(W\) can depend on density and the independent-stream argument behind (2) fails. If walls capture gas, molecules not transmitted need not return, so \(1-W_i\) is no longer the return probability used in (4).

The numerical output below lists the main computed values and their sampling errors.

## Computed results

```
Five test elements W_i: 0.83, 0.21, 0.55, 0.37, 0.94
  flux balance, ideal junctions, W: 0.13243
  flux balance, randomising chambers, W: 0.08657
Tube radius: 2.0 cm
Tube 1 length: 4.0 cm
Tube 2 length: 8.0 cm
W1, integral equation: 0.5142
W2, integral equation: 0.3566
W1, ray tracing: 0.5147 +/- 0.0014 (std. error)
W2, ray tracing: 0.3563 +/- 0.0014 (std. error)
1/W1 - 1: 0.9447
1/W2 - 1: 1.8045
First-pass term W1*W2: 0.1834
Return factor (1-W1)(1-W2): 0.3126
Sum of first three passes: 0.2586
W, ideal junction (Oatley): 0.2667
W, ideal junction, ray tracing: 0.2671 +/- 0.0013 (std. error)
W, butt joint, integral equation: 0.2754
W, butt joint, ray tracing: 0.2748 +/- 0.0013 (std. error)
Oatley error for butt joint: -3.16 %
W, large randomising chamber: 0.2106
Oatley error for large chamber: 26.7 %
Asymmetric element, forward W: 0.5069 +/- 0.0014 (std. error)
Asymmetric element, backward W: 0.5105 +/- 0.0014 (std. error)
Sphere of 1.2 tube radii: s: 0.2236
  formula transmission: 0.6440
  ray-traced transmission: 0.6434 +/- 0.0014 (std. error)
Small chamber radius: 4.0 cm
  s: 0.0670
  W by rule with chamber term 1-2s: 0.2167
  W, ray tracing, flux redrawn at planes: 0.2166 +/- 0.0012 (std. error)
  W, ray tracing, true directions kept: 0.2228 +/- 0.0012 (std. error)
Large chamber radius: 12.0 cm
  s: 0.0070
  W, ray tracing, true directions kept: 0.2135 +/- 0.0017 (std. error)
Temperature: 300.0 K
Argon atomic mass: 39.95 u
Mean speed: 398.7 m/s
Open area: 12.566 cm^2
Conductance of bare opening: 125.3 L/s
Conductance of tube 1: 64.42 L/s
Conductance of tube 2: 44.67 L/s
Conductance, ideal junction: 33.41 L/s
Conductance, butt joint: 34.50 L/s
Conductance, large chamber: 26.38 L/s
```
